Why one ultrasoft projector leaves a curvature error: a square-well model

**Result**

An ultrasoft channel with one projector reproduces the logarithmic derivative L(E) = u'(rc)/u(rc) at its reference energy ε₁, and also its slope dL/dE. In general it misses the curvature. With δ = E − ε₁,

L_PS(E) − L_AE(E) = C δ² + O(δ³).

In the square-well model treated here,

C = g M² Γ/(1 − D)², Γ = A/N² − X. (1)

Here g = 2m/ħ², N and M are the norms of the all-electron and pseudo waves inside the core radius rc, and D = (N − M)/N is the fractional norm deficit. A measures how the all-electron wave responds to a change of energy, and X does the same for the pseudo wave, per N².

At fixed deficit the core radius acts through M², the larger factor in the cases computed, and through the gap, whose share depends on the deficit; for a fixed atom it also raises the deficit. The deficit acts through 1/(1 − D)² and through the gap Γ. For a fixed model atom bound at −10 eV, raising rc from 0.06 to 0.10 nm multiplies C by 93. This growth is a property of the model, with its nodeless reference wave, over the ranges computed, not a theorem about every pseudopotential. For an all-electron wave with a node in the core, both D and C can be negative.

**The model and its conventions**

We take the s channel and let u be r times the radial wave function, so u(0) = 0. With T = −(1/g) d²/dr², the all-electron equation is

(T + V − E) u = 0, V = −V₀ for r < a, V = 0 for r > a, a ≤ rc.

The reference state is the nodeless bound state at ε₁ = −κ²/g. Inside the well it is proportional to sin(qr), with q² = g(ε₁ + V₀); outside it is proportional to exp(−κr). Matching at a gives

q cot(qa) = −κ, π/2 < qa < π.

Every wave below is scaled to the value 1 at rc, at every energy. Its slope at rc is then L itself. Brackets ⟨f|h⟩ denote integrals from 0 to rc.

One identity is used repeatedly. For functions that vanish at the origin, two integrations by parts give

⟨f|Th⟩ − ⟨Tf|h⟩ = −(1/g)[f h' − f' h] at r = rc. (2)

The pseudo wave at ε₁ is also a sine, but one that fills the whole core:

φ = sin(pr)/sin(p rc), p cot(p rc) = −κ, π/2 < p rc < π.

It joins the all-electron wave in value and slope. Its norm is

M = [rc/2 − sin(2p rc)/(4p)]/sin²(p rc)
= (rc/2)[1 + cot²(p rc)] − cot(p rc)/(2p)
= (rc/2)(1 + κ²/p²) + κ/(2p²),

where the last line uses cot(p rc) = −κ/p. This φ is chosen for transparent algebra. Its second derivative jumps at rc, which a production pseudo wave would avoid.

**Contribution 1: the slope, which augmentation repairs**

Let a dot mean ∂/∂E. Differentiating the all-electron equation gives

(T + V − E) u̇ = u.

Multiply by u and integrate. By (2), and because (T + V − E)u = 0, only the boundary term survives:

⟨u|u⟩ = −(1/g)[u u̇' − u' u̇] at rc.

The value u(rc) = 1 does not depend on E, so u̇(rc) = 0, while u̇'(rc) = dL/dE. Therefore

dL_AE/dE = −g⟨u|u⟩, which is −gN at ε₁. (3)

The slope of L measures the norm in the core. A pseudo wave with less norm needs a correction.

To build the pseudo equation, choose a constant local potential W in the core. Outside, the potential is zero, as in the all-electron problem. Since Tφ = (p²/g)φ,

(ε₁ − T − W) φ = w φ, w = ε₁ − W − p²/g.

The usual projector is this function divided by its overlap with φ:

β = wφ/(wM) = φ/M, ⟨β|φ⟩ = 1.

With the augmentation charge Q = N − M, the ultrasoft operators are

H = T + W + (wM + ε₁Q)|β⟩⟨β|, S = 1 + Q|β⟩⟨β|.

The pseudo wave f at energy E satisfies (H − ES)f = 0, that is,

(T + W − E) f + (wM − δQ) β⟨β|f⟩ = 0. (4)

At δ = 0 the choice f = φ gives −wφ + wM φ/M = 0, as required.

The slope follows as before. Differentiating (H − ES)f = 0 gives (H − ES)ḟ = Sf. Multiply by f and integrate. The projector terms are symmetric and contribute no boundary term, so

dL_PS/dE = −g⟨f|S|f⟩. (5)

At ε₁ this equals −g(M + Q⟨φ|β⟩⟨β|φ⟩) = −g(M + Q) = −gN. The slope is correct.

With φ, W and ε₁ chosen, the requirement of a correct slope fixes Q. No free number remains in the nonlocal part with which to correct the curvature.

**Contribution 2: the pseudo curvature, which augmentation rescales**

Differentiate (5) once more. S does not depend on energy and is symmetric, so

½ d²L_PS/dE² = −gP, P = ⟨φ̇|S|φ⟩,

where φ̇ is ḟ at ε₁. Using β = φ/M,

P = ⟨φ̇|φ⟩ + Q⟨φ̇|φ⟩/M = (N/M)⟨φ|φ̇⟩. (6)

To find φ̇, differentiate (4) at ε₁. The term −E contributes −φ, and −δQ contributes −Qβ = −(Q/M)φ. Moving both to the right gives

(T + W − ε₁) φ̇ + (w/M) φ⟨φ|φ̇⟩ = (1 + Q/M) φ = (N/M) φ.

Augmentation has multiplied the source by N/M. Since the equation is linear, φ̇ = (N/M)v, where v vanishes at 0 and rc and obeys

(T + W − ε₁) v + (w/M) φ⟨φ|v⟩ = φ. (7)

Equation (7) is the response problem with Q = 0. Write P₀ = ⟨φ|v⟩. Equation (6) supplies the second factor N/M, and hence

P = (N/M)² P₀. (8)

The pseudo curvature is therefore the unaugmented one multiplied by a number. The shape of the response v knows nothing of the all-electron well.

**The unaugmented response in closed form**

Let φ_loc be the regular solution for the local potential alone, with (T + W − ε₁)φ_loc = 0 and φ_loc(rc) = 1. Its slope at rc is L_loc. The difference η = φ_loc − φ vanishes at both ends and satisfies

(T + W − ε₁) η = wφ.

So v = cη solves (7) if cw + wP₀/M = 1, that is,

c = 1/w − P₀/M.

Put J = ⟨φ|φ_loc⟩. Then ⟨φ|η⟩ = J − M and

P₀ = c(J − M) = (1/w − P₀/M)(J − M).

Collecting P₀ on the left gives P₀[1 + (J − M)/M] = P₀J/M, so

P₀ = M(J − M)/(wJ) = M²[1/(wM) − 1/(wJ)].

The product wJ follows from (2) with f = φ_loc and h = φ. There Tφ = (ε₁ − W − w)φ and Tφ_loc = (ε₁ − W)φ_loc, so the left side is −wJ. The right side is −(L₁ − L_loc)/g, with L₁ = −κ. Thus wJ = (L₁ − L_loc)/g and

P₀ = M²X, X = 1/(wM) − g/(L₁ − L_loc). (9)

With (8), P = N²X. For the main case W = 0, φ_loc is proportional to sinh(κr), so L_loc = κ coth(κrc).

Every quantity in X is fixed by ε₁, rc and W. The all-electron well enters P through N alone.

**Contribution 3: the all-electron curvature**

Differentiating (3) gives

½ d²L_AE/dE² = −gA, A = ⟨u|u̇⟩.

To see what controls A, follow L from the origin outwards. From L = u'/u and u'' = g(V − E)u,

dL/dr = g(V − E) − L².

At each radius expand L = L₁(r) − gN(r)δ − gA(r)δ², where N(r) and A(r) are the same quantities for a sphere of radius r. Comparing powers of δ gives

dN/dr = 1 − 2L₁N, dA/dr = −2L₁A + gN².

At ε₁, L₁ = u'/u. Multiplying the second equation by u² turns it into d(Au²)/dr = gN²u². Since Au² vanishes at the origin and u(rc) = 1,

A = g ∫₀^rc N(r)² u(r)² dr. (10)

Thus A is positive. Beyond the well L₁ = −κ, so dN/dr = 1 + 2κN, and

N(rc) = [N(a) + 1/(2κ)] exp[2κ(rc − a)] − 1/(2κ).

The norm, measured against the value at rc, grows exponentially once rc lies in the tail. The norm M of the core-filling sine has no such factor. This is how a larger core radius produces a larger deficit for a fixed atom.

Now hold ε₁ and rc fixed and shrink the well.

- The well must become deeper: at fixed a, q cot(qa) falls as q rises, so a smaller a needs a larger q to reach −κ.
- L₁(r) is then nowhere higher than before. Inside the new well this follows from the larger q. Outside it L₁ has already reached −κ, whereas in the wider well it is still falling towards −κ.
- Since u(r) = exp(−∫L₁ dr'), integrated from r to rc, u is nowhere smaller than before. The same holds for N(r), and by (10) A increases.

A more compact orbital thus raises both N and A, while φ, M and X do not change. This isolates the deficit from the core radius.

**What is left after subtraction**

The difference of the half second derivatives is

C = −gP − (−gA) = g(A − N²X) = gN²(A/N² − X).

Because M = (1 − D)N, replacing N by M/(1 − D) gives (1).

When X is positive, as it is for w < 0 and in every case computed here, the deficit raises both curvatures, and the error is what remains of their difference. The positive factor N² alone does not prove that C grows, because Γ also changes. That part is settled by computation.

**The balance for one atom**

Take ε₁ = −10 eV and a = 0.05 nm. The binding condition gives V₀ = 68.7 eV. With g = 26.247 eV⁻¹ nm⁻², rc = 0.10 nm and W = 0, the norms are N = 0.29955 nm and M = 0.09367 nm, so D = 0.687.

Without augmentation the slope is

−gM = −26.247 × 0.09367 = −2.459 nm⁻¹ eV⁻¹.

With augmentation it is

−gN = −26.247 × 0.29955 = −7.862 nm⁻¹ eV⁻¹,

which is the all-electron value.

The half second derivatives, in nm⁻¹ eV⁻², are:

- pseudo, without augmentation: −0.0930
- pseudo, with augmentation: −0.9514
- all-electron: −1.2817

The second is the first times (N/M)² = 10.23. Augmentation therefore improves the curvature here as well: it raises it from 7% to 74% of the all-electron value. The missing 26% is

C = −0.9514 + 1.2817 = 0.330 nm⁻¹ eV⁻².

Equation (1) in its form gN²Γ, with Γ = 0.14029 eV⁻¹ nm⁻¹, gives the same number: 26.247 × 0.08973 × 0.14029 = 0.330.

**Weighing core radius and deficit**

First, fix rc = 0.10 nm and change only the all-electron well. Γ is in eV⁻¹ nm⁻¹ and C in nm⁻¹ eV⁻².

D = 0: Γ = 0.0728, C = 0.0168
D = 0.25: Γ = 0.0585, C = 0.0239
D = 0.50: Γ = 0.0844, C = 0.0778
D = 0.70: Γ = 0.1456, C = 0.3726

From the first row to the last, C grows by a factor of 22. Of this, 1/(1 − D)² supplies 11.1 and the gap supplies 2.0. The gap does not grow steadily: it is smaller at D = 0.25 than at zero. At small deficit this fall nearly cancels the explicit factor. At D = 0.02 the explicit factor is 1.041, yet C has risen by only 0.7%. On the computed grid, with steps of 0.01 in D, C nevertheless rises throughout from 0 to 0.7.

Second, fix D = 0.5 and change rc. The well radius must be readjusted, so these are different model atoms with the same ε₁.

rc = 0.06 nm: M = 0.0441 nm, C = 0.0166
rc = 0.08 nm: M = 0.0665 nm, C = 0.0389
rc = 0.10 nm: M = 0.0937 nm, C = 0.0778

C grows by a factor of 4.7. The factor M² supplies 4.5 and the gap 1.04. At D = 0.5 the core radius thus acts almost entirely through the norm of the pseudo wave. This near constancy of the gap is particular to deficits near 0.5: over the same range of rc the gap changes by a factor of 2.1 at D = 0, 1.6 at D = 0.25 and 0.90 at D = 0.7, while M² supplies 4.5 in every case.

Third, keep the atom fixed at a = 0.05 nm and enlarge rc, as one does when seeking a softer pseudopotential.

rc = 0.06 nm: D = 0.259, C = 0.0035
rc = 0.08 nm: D = 0.532, C = 0.0488
rc = 0.10 nm: D = 0.687, C = 0.3304

The factor of 93 splits as

4.5 (from M²) × 5.6 (from 1/(1 − D)²) × 3.7 (from Γ) ≈ 93.

The three factors are of similar weight. Over this range of rc, enlarging the core is costly because it increases all three together. This is not so at every radius: for rc just above a the gap first falls slightly.

**What the error means as an energy**

A larger C might merely reflect a steeper L. To exclude this, impose the same logarithmic derivative at rc on both systems. If the all-electron system meets it at ε₁ + δ, let the pseudo system meet it at ε₁ + δ + s. To leading order,

L_AE + Cδ² − gN s = L_AE,

so

s = Cδ²/(gN) = NΓδ². (11)

For the fixed atom, s/δ² grows from 0.0023 to 0.042 eV⁻¹ as rc goes from 0.06 to 0.10 nm. The error therefore displaces energies, upwards in this model. Equation (11) holds L at rc fixed. For an actual level the logarithmic derivative of the outer solution rises with energy at the rate gN_out, where N_out is the norm outside rc, so the shift is Cδ²/[g(N + N_out)], smaller than (11). With the decaying tail, N_out = 1/(2κ), the two coefficients become 0.0015 and 0.038 eV⁻¹. The coefficients and windows quoted below use (11) and in this respect err on the safe side. At fixed D = 0.5 the coefficient rises from 0.0072 to 0.0158 eV⁻¹ over the same range of rc. At fixed rc = 0.10 nm it rises from 0.0068 at D = 0 to 0.0455 eV⁻¹ at D = 0.7. This last growth is not uniform: at D = 0.02 the coefficient is about 1.3% below its value at zero deficit, because C rises by less than N.

Equation (11) also says when one projector is enough. For an allowed shift of 0.01 eV, the usable half-width is about √(0.01/0.042) ≈ 0.5 eV at rc = 0.10 nm, and √(0.01/0.0023) ≈ 2 eV at rc = 0.06 nm. These are leading-order estimates. A channel that must serve states spread over several eV exceeds the first window easily.

The neglected orders are visible at |δ| = 1 eV. For rc = 0.10 nm the actual errors of L are 0.25 nm⁻¹ below ε₁ and 0.46 nm⁻¹ above it, whereas Cδ² gives 0.33 nm⁻¹ on both sides. The expansion fails altogether at a pole of L, where the wave vanishes at rc.

**What the deficit does not explain**

At D = 0 the well fills the core, a = rc, and φ equals u at the reference energy. Still C = 0.0168 nm⁻¹ eV⁻² for rc = 0.10 nm. The two potentials share one wave at one energy, but one is a local well and the other a projector added to W = 0, so their waves respond differently to a change of energy. Norm conservation fixes the slope and does not guarantee the curvature.

The local potential therefore matters. Suppose D = 0 and let W approach −V₀. Then w tends to zero, the projector term in (4) disappears, and the pseudo equation becomes the all-electron one. This part of the error vanishes.

For the atom with a = 0.05 nm and rc = 0.10 nm, C is 0.306, 0.330 and 0.353 nm⁻¹ eV⁻² for W = −5, 0 and 5 eV. The growth with D and with rc, at the values listed in the first two tables, was tested for all three choices. The algebra does not forbid a local potential for which X equals A/N² and C vanishes. Such a cancellation would concern one atom and one core radius, and nothing in the construction would then fix the third order, except in the special case above where the two equations coincide.

**Why a second projector cures it**

Take two reference energies εᵢ, with all-electron waves uᵢ and pseudo waves φᵢ matched in value and slope at rc. Define

χᵢ = (εᵢ − T − W)φᵢ, Bᵢⱼ = ⟨φᵢ|χⱼ⟩, βᵢ = Σⱼ (B⁻¹)ⱼᵢ χⱼ,

Qᵢⱼ = ⟨uᵢ|uⱼ⟩ − ⟨φᵢ|φⱼ⟩, Dᵢⱼ = Bᵢⱼ + εⱼQᵢⱼ.

The operators are H = T + W + Σ|βᵢ⟩Dᵢⱼ⟨βⱼ| and S = 1 + Σ|βᵢ⟩Qᵢⱼ⟨βⱼ|. The definition of βᵢ gives ⟨βᵢ|φₖ⟩ = δᵢₖ (the Kronecker symbol) and Σᵢ βᵢBᵢₖ = χₖ. Hence

(H − εₖS)φₖ = −χₖ + Σᵢ βᵢ(Dᵢₖ − εₖQᵢₖ) = −χₖ + Σᵢ βᵢBᵢₖ = 0,

and L is correct at both energies.

Formula (5) for the slope also needs a symmetric Dᵢⱼ. Applying (2) to the all-electron waves gives (εⱼ − εᵢ)⟨uᵢ|uⱼ⟩ = −(Lⱼ − Lᵢ)/g. Applying it to the pseudo waves gives

Bᵢⱼ − Bⱼᵢ = (εⱼ − εᵢ)⟨φᵢ|φⱼ⟩ + (Lⱼ − Lᵢ)/g = −(εⱼ − εᵢ)Qᵢⱼ.

The term εⱼQᵢⱼ in Dᵢⱼ cancels this difference, so Dᵢⱼ = Dⱼᵢ. Then (5) gives the slope −g(⟨φₖ|φₖ⟩ + Qₖₖ) = −g⟨uₖ|uₖ⟩, which is correct at both energies.

The error of L now has a double zero at each reference energy. Away from poles it has the form

L_PS − L_AE = (E − ε₁)²(E − ε₂)² K(E),

with K smooth. The curvature at ε₁ is in general still not exact, but the coefficient of δ² in the error, the counterpart of C, is now K(ε₁)(ε₁ − ε₂)².

For the atom with a = 0.05 nm, W = 0, ε₂ = −8 eV and rc = 0.10 nm, with φ₂ again a core-filling sine matched in value and slope at ε₂, the error at −9 eV falls from 0.46 nm⁻¹ to below 10⁻⁵ nm⁻¹. At −11 eV, outside the interval between the references, it falls from 0.25 to about 2 × 10⁻⁵ nm⁻¹. Such small remainders belong to this smooth model and should not be carried over to real atoms. The double zeros do carry over to any channel built in this way, provided B is invertible and the all-electron waves obey a non-relativistic equation with a local potential, so that (2) applies to them.

The numerical check checks the main results by solving the pseudo equation directly from its operators and comparing the slopes and curvatures with the formulas above.

Numbers as computed

```
g = 2m/hbar^2 = 26.24684 eV^-1 nm^-2
e1 = -10.0 eV; kappa = 16.2009 nm^-1
Reference well: a = 0.05 nm, V0 = 68.683 eV
Units below: a, rc, N, M in nm; D dimensionless;
gap in eV^-1 nm^-1; C in nm^-1 eV^-2; shift in eV^-1
Fixed atom, growing core radius:
a rc N M D gap C shift
0.05000 0.06 0.05954 0.04410 0.259 0.03807 0.003542 0.002267
0.05000 0.07 0.09413 0.05474 0.419 0.06418 0.014927 0.006042
0.05000 0.08 0.14197 0.06649 0.532 0.09225 0.048799 0.013096
0.05000 0.09 0.20810 0.07945 0.618 0.11815 0.134297 0.024587
0.05000 0.10 0.29955 0.09367 0.687 0.14029 0.330384 0.042022
Fixed core radius, growing norm deficit:
a rc N M D gap C shift
0.10000 0.10 0.09367 0.09367 0.000 0.07281 0.016768 0.006820
0.08896 0.10 0.12489 0.09367 0.250 0.05848 0.023942 0.007304
0.07187 0.10 0.18734 0.09367 0.500 0.08441 0.077757 0.015814
0.04796 0.10 0.31223 0.09367 0.700 0.14560 0.372556 0.045461
Smallest C on this scan is at D = 0.00
C(D=0.02)/C(D=0) = 1.00683
Fixed norm deficit, growing core radius:
a rc N M D gap C shift
0.03486 0.06 0.08820 0.04410 0.500 0.08142 0.016625 0.007181
0.05287 0.08 0.13299 0.06649 0.500 0.08385 0.038924 0.011151
0.07187 0.10 0.18734 0.09367 0.500 0.08441 0.077757 0.015814
Reference atom at rc = 0.10 nm:
Slope without augmentation: -2.45854 nm^-1 eV^-1
Slope with augmentation: -7.86217 nm^-1 eV^-1
Half second derivative, no augmentation: -0.09303 nm^-1 eV^-2
Half second derivative, augmented: -0.95135 nm^-1 eV^-2
Half second derivative, all-electron: -1.28174 nm^-1 eV^-2
Curvature amplification (N/M)^2 = 10.2266
Effect of the constant local potential W:
W = -5.0 eV: C = 0.306420 nm^-1 eV^-2
W = 0.0 eV: C = 0.330384 nm^-1 eV^-2
W = 5.0 eV: C = 0.352503 nm^-1 eV^-2
Second reference energy e2 = -8.0 eV
Error L_PS-L_AE in nm^-1, one and two projectors:
E = -11.0 eV: 0.249634, 2.398e-05
E = -9.0 eV: 0.457733, 5.475e-06
```
